# Wind force and residual resistivity of an impurity from phase shifts: a program that tests the result

```python
"""Wind force and residual resistivity of a spherical impurity in jellium.

Result under test (atomic units, electron charge -1):
    S = sum_l (l+1) sin^2(delta_l - delta_{l+1})
    rho_i / n_i = 4 pi S / (n k)              residual resistivity per impurity
    F = -(4 pi S / k) j = -n (rho_i/n_i) j    wind force on one impurity
k: Fermi wavevector, n = k^3/(3 pi^2): electron density, n_i: impurity density,
delta_l: phase shifts at the Fermi energy, j: charge current density.
The impurity potential is V(r) = V0 exp(-r^2/a^2), held fixed.
Independent side: spatial integral of the force over the scattering density,
and a matrix solution of the Boltzmann equation on the Fermi sphere.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import spherical_jn, spherical_yn, eval_legendre

BOHR = const.physical_constants["Bohr radius"][0] * 1e10        # angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]   # eV
LMAX = 10

# Chosen parameters in eV and angstrom
k_A, a_A, depth_eV = 1.5, 1.0, 8.0
impurities_per_electron = 1.0e-3
background_path_A = 200.0
hbar_flux = 1.0e-6              # hbar times electron flux, eV / angstrom^2

# The same parameters in atomic units
k = k_A * BOHR
width = a_A / BOHR
n = k**3 / (3 * np.pi**2)
n_imp = impurities_per_electron * n
path_b = background_path_A / BOHR
j_example = hbar_flux / HARTREE * BOHR**2


def check_radial_identity():
    """G' = 2 V' a b for neighbouring radial waves a (l = L-1) and b (l = L)."""
    r, L, q = sp.symbols("r L q", positive=True)
    a, b, V = (sp.Function(name)(r) for name in ("a", "b", "V"))
    G = (-(a.diff(r) - L*a/r) * (b.diff(r) + L*b/r) + (2*V - q**2)*a*b)
    slope = G.diff(r).subs({
        a.diff(r, 2): (L*(L - 1)/r**2 + 2*V - q**2)*a,
        b.diff(r, 2): (L*(L + 1)/r**2 + 2*V - q**2)*b})
    assert sp.simplify(sp.expand(slope - 2*V.diff(r)*a*b)) == 0


def radial_waves(V0):
    """Phase shifts and R_l on a quadrature grid, R_l -> sin(kr-l pi/2+d)/(kr)."""
    r_start, r_end = 1e-3, 6 * width
    x, wx = np.polynomial.legendre.leggauss(160)
    r = r_start + (r_end - r_start) * (x + 1) / 2
    wr = wx * (r_end - r_start) / 2
    times = np.append(r, r_end)
    q0 = 2*V0 - k**2
    deltas, waves = [], []
    for l in range(LMAX + 1):
        # R = r^l w removes the steep start at the origin
        def rhs(s, y):
            q = 2*V0*np.exp(-(s/width)**2) - k**2
            return [y[1], q*y[0] - 2*(l + 1)/s*y[1]]
        start = [1 + q0*r_start**2/(2*(2*l + 3)), q0*r_start/(2*l + 3)]
        sol = solve_ivp(rhs, (r_start, r_end), start, method="DOP853",
                        t_eval=times, rtol=1e-11, atol=1e-13)
        assert sol.success
        R = times**l * sol.y[0]
        slope = l*r_end**(l - 1)*sol.y[0, -1] + r_end**l*sol.y[1, -1]
        z = k * r_end
        jl, yl = spherical_jn(l, z), spherical_yn(l, z)
        djl, dyl = spherical_jn(l, z, True), spherical_yn(l, z, True)
        cos_part = z**2 * (R[-1]*dyl - slope/k*yl)
        sin_part = z**2 * (R[-1]*djl - slope/k*jl)
        deltas.append(np.arctan2(sin_part, cos_part))
        waves.append(R[:-1] / np.hypot(sin_part, cos_part))
    return np.array(deltas), np.array(waves), r, wr


def spatial_force(V0, delta, R, r, wr):
    """Integral of |psi|^2 dV/dz for unit incident density, k along z."""
    mu, wmu = np.polynomial.legendre.leggauss(40)
    psi = np.zeros((r.size, mu.size), complex)
    for l in range(LMAX + 1):
        psi += ((2*l + 1) * 1j**l * np.exp(1j*delta[l])
                * np.outer(R[l], eval_legendre(l, mu)))
    dV = -2*r/width**2 * V0*np.exp(-(r/width)**2)
    return 2*np.pi * np.einsum("i,j,ij->", wr*r**2*dV, wmu*mu, abs(psi)**2)


def differential_cross_section(delta, cosine):
    amplitude = sum((2*l + 1)*np.exp(1j*delta[l])*np.sin(delta[l])
                    * eval_legendre(l, cosine) for l in range(LMAX + 1)) / k
    return abs(amplitude)**2


def boltzmann(delta, density):
    """Solve for g(mu) at unit field; return current, g, nodes and weights."""
    mu, w = np.polynomial.legendre.leggauss(24)
    phi = 2*np.pi*np.arange(48)/48
    s = np.sqrt(1 - mu**2)
    cosine = (np.multiply.outer(np.outer(mu, mu), np.ones(48))
              + np.multiply.outer(np.outer(s, s), np.cos(phi)))
    cosine = np.clip(cosine, -1, 1)
    kernel = differential_cross_section(delta, cosine).sum(axis=2)*2*np.pi/48
    gain = kernel * w
    collision = k*density*(np.diag(gain.sum(axis=1)) - gain)
    collision += k/path_b*(np.eye(mu.size) - np.outer(np.ones(mu.size), w)/2)
    # The null vector (a uniform change of g) is removed by the minimum norm
    g = np.linalg.lstsq(collision, -k*mu, rcond=1e-12)[0]
    current = -k**2/(2*np.pi**2) * np.sum(w*mu*g)
    return current, g, mu, w


def study(V0):
    delta, R, r, wr = radial_waves(V0)
    difference = delta[:-1] - delta[1:]
    terms = np.arange(1, LMAX + 1) * np.sin(difference)**2
    S = terms.sum()

    dV = -2*r/width**2 * V0*np.exp(-(r/width)**2)
    radial = np.array([2*np.sum(wr*r**2*dV*R[l]*R[l + 1]) for l in range(LMAX)])
    assert np.allclose(radial, np.sin(difference), rtol=0, atol=1e-6)

    f_state = spatial_force(V0, delta, R, r, wr)
    assert abs(f_state/(4*np.pi*S) - 1) < 1e-5

    x, wx = np.polynomial.legendre.leggauss(40)
    dcs = differential_cross_section(delta, x)
    sigma_tr = 2*np.pi*np.sum(wx*(1 - x)*dcs)
    sigma_tot = 2*np.pi*np.sum(wx*dcs)
    assert abs(sigma_tr/(4*np.pi*S/k**2) - 1) < 1e-6

    current, g, mu, w = boltzmann(delta, n_imp)
    current_b = boltzmann(delta, 0.0)[0]
    rho, rho_b = 1/current, 1/current_b
    rho_i = rho - rho_b
    path = 1/(n_imp*sigma_tr + 1/path_b)
    assert np.allclose(g, -path*mu, rtol=1e-7, atol=1e-7*path)
    assert abs(rho/(k/(n*path)) - 1) < 1e-7
    assert abs(rho_i/(n_imp*4*np.pi*S/(n*k)) - 1) < 1e-6
    assert abs(rho_i/n_imp/(12*np.pi**3*S/k**4) - 1) < 1e-6

    # Sum of the spatially integrated forces over the solved distribution
    force = k/(2*np.pi**2) * np.sum(w*mu*g) * f_state      # unit field
    assert force < 0 < current                             # along electron flow
    assert abs(force/(-4*np.pi*S/k*current) - 1) < 1e-5
    assert abs(force/(-n*rho_i/n_imp*current) - 1) < 1e-5
    assert abs(force/(-n*rho_i/(n_imp*rho)) - 1) < 1e-5

    # Impurities as the only scatterers: momentum balance n_i F = -n E
    only_impurity_force = force/current/rho_i
    assert abs(n_imp*only_impurity_force/(-n) - 1) < 1e-5
    return dict(delta=delta, terms=terms, S=S, radial=radial,
                sines=np.sin(difference), f_state=f_state, sigma_tr=sigma_tr,
                sigma_tot=sigma_tot, rho=rho, rho_b=rho_b, rho_i=rho_i,
                path=path, Zw=force, F=force*j_example/current,
                field=rho*j_example)


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


check_radial_identity()
results = {"attractive": study(-depth_eV/HARTREE),
           "repulsive": study(depth_eV/HARTREE)}

micro_ohm_cm = const.hbar/const.e**2 * 1e-10 * 1e8
flux_SI = hbar_flux*const.e/const.hbar * 1e20
show("Fermi wavevector k", k_A, "1/A")
show("Fermi energy", k**2/2*HARTREE, "eV")
show("potential strength |V0|", depth_eV, "eV")
show("potential width a", a_A, "A")
show("electron density n", n/BOHR**3, "1/A^3")
show("impurity density n_i", n_imp/BOHR**3, "1/A^3")
show("background mean free path", background_path_A, "A")
show("hbar * electron flux", hbar_flux, "eV/A^2")
show("same current density", flux_SI*const.e, "A/m^2")
show("background resistivity", results["attractive"]["rho_b"]*BOHR, "hbar A/e^2")
for name, q in results.items():
    print(f"-- {name} impurity")
    print("delta_0..4 (rad):", " ".join(f"{d:.5f}" for d in q["delta"][:5]))
    print("sin(delta_l-delta_l+1), l=0..3:",
          " ".join(f"{v:.5f}" for v in q["sines"][:4]))
    print("2*int V' a b dr, l=0..3:",
          " ".join(f"{v:.5f}" for v in q["radial"][:4]))
    print("terms of S, l=0..3:", " ".join(f"{t:.6f}" for t in q["terms"][:4]))
    show("S", q["S"])
    show("force per unit density, spatial integral",
         q["f_state"]*HARTREE*BOHR**2, "eV A^2")
    show("force per unit density, 4 pi S",
         4*np.pi*q["S"]*HARTREE*BOHR**2, "eV A^2")
    show("transport cross-section", q["sigma_tr"]*BOHR**2, "A^2")
    show("total cross-section", q["sigma_tot"]*BOHR**2, "A^2")
    show("total mean free path", q["path"]*BOHR, "A")
    show("impurity resistivity", q["rho_i"]*BOHR, "hbar A/e^2")
    show("impurity resistivity, converted",
         q["rho_i"]*BOHR*micro_ohm_cm, "microohm cm")
    show("total resistivity", q["rho"]*BOHR, "hbar A/e^2")
    show("field times e", q["field"]*HARTREE/BOHR, "eV/A")
    show("wind force along j", q["F"]*HARTREE/BOHR, "eV/A")
    show("wind valence Z_w", q["Zw"])
print("PASS")
```

Printed output:

```
Fermi wavevector k: 1.5 1/A
Fermi energy: 8.5725 eV
potential strength |V0|: 8 eV
potential width a: 1 A
electron density n: 0.11399 1/A^3
impurity density n_i: 0.00011399 1/A^3
background mean free path: 200 A
hbar * electron flux: 1e-06 eV/A^2
same current density: 2.4341e+10 A/m^2
background resistivity: 0.065797 hbar A/e^2
-- attractive impurity
delta_0..4 (rad): 0.55191 0.22559 0.04558 0.00681 0.00082
sin(delta_l-delta_l+1), l=0..3: 0.32055 0.17904 0.03877 0.00598
2*int V' a b dr, l=0..3: 0.32055 0.17904 0.03877 0.00598
terms of S, l=0..3: 0.102754 0.064111 0.004508 0.000143
S: 0.17152
force per unit density, spatial integral: 16.424 eV A^2
force per unit density, 4 pi S: 16.424 eV A^2
transport cross-section: 0.95794 A^2
total cross-section: 2.4335 A^2
total mean free path: 195.73 A
impurity resistivity: 0.0014369 hbar A/e^2
impurity resistivity, converted: 0.059032 microohm cm
total resistivity: 0.067234 hbar A/e^2
field times e: 6.7234e-08 eV/A
wind force along j: -1.4369e-06 eV/A
wind valence Z_w: -21.372
-- repulsive impurity
delta_0..4 (rad): -0.50107 -0.16656 -0.03871 -0.00639 -0.00080
sin(delta_l-delta_l+1), l=0..3: -0.32830 -0.12751 -0.03231 -0.00559
2*int V' a b dr, l=0..3: -0.32830 -0.12751 -0.03231 -0.00559
terms of S, l=0..3: 0.107780 0.032517 0.003132 0.000125
S: 0.14356
force per unit density, spatial integral: 13.746 eV A^2
force per unit density, 4 pi S: 13.746 eV A^2
transport cross-section: 0.80177 A^2
total cross-section: 1.7927 A^2
total mean free path: 196.41 A
impurity resistivity: 0.0012027 hbar A/e^2
impurity resistivity, converted: 0.049408 microohm cm
total resistivity: 0.067 hbar A/e^2
field times e: 6.7e-08 eV/A
wind force along j: -1.2027e-06 eV/A
wind valence Z_w: -17.95
PASS
```
